# Plasma density from the axial wavelength of a helicon wave: a numerical check

```python
"""Plasma density from the wavelength of a helicon wave in a cylinder.

Result under test: n = B0*k*alpha/(omega*mu0*e), alpha = sqrt(k^2 + T^2),
with T*a the first zero of J1 for the axisymmetric mode (m = 0).
k: axial wavenumber, T: transverse wavenumber, a: radius, B0: static field,
omega: angular frequency, alpha: eigenvalue in curl B = alpha B.
Wave factor exp(i(m*theta + k*z - omega*t)); conducting wall at r = a.
Also tested: electron inertia, ions, collisions, and a radial profile.
SI units inside the program; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, root
from scipy.special import jv, jvp, wofz

e, me, mu0, eps0, c = sc.e, sc.m_e, sc.mu_0, sc.epsilon_0, sc.c
freq, wavelength, B0, a = 13.56e6, 0.20, 0.020, 0.05
omega, k = 2*np.pi*freq, 2*np.pi/wavelength
omega_ce = e*B0/me
ion_mass = 40*sc.atomic_mass
Te_eV, pressure_mTorr, gas_K, rate_coeff = 3.0, 5.0, 400.0, 1e-13


def density(T, kz=k, field=B0, mass=0.0):
    """Density from wavenumbers; mass = 0 gives the simple helicon law."""
    alpha = np.sqrt(kz**2 + T**2)
    inertia = omega*mass/(e*field)
    return field*alpha*(kz - inertia*alpha)/(omega*mu0*e)


def wall_function(x, m):
    """Proportional to the radial wave magnetic field at the wall."""
    alpha = np.sqrt(k**2 + (x/a)**2)
    return m*alpha*jv(m, x) + k*x*jvp(m, x, 1)


def first_root(m):
    grid = np.linspace(0.05, 8.0, 1600)
    values = wall_function(grid, m)
    i = np.where(values[:-1]*values[1:] < 0)[0][0]
    return brentq(wall_function, grid[i], grid[i + 1], args=(m,), xtol=1e-13)


def wave_field(m, beta, p):
    """Cartesian magnetic field of a wave with curl B = beta B."""
    x, y, z = p
    r, theta = np.hypot(x, y), np.arctan2(y, x)
    T = np.sqrt(beta**2 - k**2)
    bz, dbz = jv(m, T*r), T*jvp(m, T*r, 1)
    br = 1j/T**2*(m*beta/r*bz + k*dbz)
    bt = -(k*m/r*bz + beta*dbz)/T**2
    cs, sn = np.cos(theta), np.sin(theta)
    vector = np.array([br*cs - bt*sn, br*sn + bt*cs, bz + 0j])
    return vector*np.exp(1j*(m*theta + k*z))


def curl(f, p, h):
    g = [(f(p + h*u) - f(p - h*u))/(2*h) for u in np.eye(3)]
    return np.array([g[1][2] - g[2][1], g[2][0] - g[0][2],
                     g[0][1] - g[1][0]])


def electric_field(B, p, n, mass, h):
    """Electron momentum balance with the current from Ampere's law."""
    J = curl(B, p, h)/mu0
    hall = np.array([J[1], -J[0], 0])*B0/(e*n)
    return hall - 1j*omega*mass*J/(e**2*n)


# Simple helicon law: Faraday's law must close for the constructed waves.
roots = {m: first_root(m) for m in (0, 1, -1)}
n_mode = {m: density(x/a) for m, x in roots.items()}
point = np.array([0.021, 0.013, 0.017])
for m, x in roots.items():
    beta = np.sqrt(k**2 + (x/a)**2)
    for mass in (0.0, me):
        n_test = density(x/a, mass=mass)

        def B(p):
            return wave_field(m, beta, p)

        def E(p):
            return electric_field(B, p, n_test, mass, 2e-4)
        target = 1j*omega*B(point)
        error = np.linalg.norm(curl(E, point, 2e-4) - target)
        assert error < 1e-3*np.linalg.norm(target)
    at_wall = abs(wave_field(m, beta, np.array([a, 0.0, 0.0]))[0])
    inside = abs(wave_field(m, beta, np.array([a/2, 0.0, 0.0]))[0])
    assert at_wall < 1e-8*inside

T0 = roots[0]/a
alpha0 = np.hypot(k, T0)
n0 = n_mode[0]
n_long = B0*k*T0/(omega*mu0*e)
assert abs(n0/3e18 - 1) < 0.05

# Sensitivities at fixed transverse root.
step = 1e-5
slope_wave = (np.log(density(T0, k/(1 + step)))
              - np.log(density(T0, k/(1 - step))))/(2*step)
slope_radius = (np.log(density(T0/(1 + step)))
                - np.log(density(T0/(1 - step))))/(2*step)
assert abs(slope_wave + 1 + (k/alpha0)**2) < 1e-6
assert abs(slope_radius + (T0/alpha0)**2) < 1e-6

# Electron inertia, ions, displacement current and collisions.
n_inertia = density(T0, mass=me)


def tensor_solution(vacuum, with_ions, nu):
    """Density and Im(k) from the cold-plasma dielectric determinant."""
    species = [(-1, me*(1 + 1j*nu/omega))]
    if with_ions:
        species.append((1, ion_mass))

    def equations(u):
        n, kz = u[0]*n_inertia, k*(1 + 1j*u[1])
        S, D, P = vacuum, 0.0, vacuum
        for sign, mass in species:
            wp2, wc = n*e**2/(eps0*mass), sign*e*B0/mass
            S = S - wp2/(omega**2 - wc**2)
            D = D + wc*wp2/(omega*(omega**2 - wc**2))
            P = P - wp2/omega**2
        Nz, Nx = c*kz/omega, c*T0/omega
        matrix = np.array([[S - Nz**2, -1j*D, Nz*Nx],
                           [1j*D, S - Nz**2 - Nx**2, 0],
                           [Nz*Nx, 0, P - Nx**2]], dtype=complex)
        det = np.linalg.det(matrix)/1e15
        return [det.real, det.imag]

    answer = root(equations, [1.02, 0.01], tol=1e-11)
    assert np.max(np.abs(answer.fun)) < 1e-7
    return answer.x[0]*n_inertia, answer.x[1]*k


n_check, damping_check = tensor_solution(0.0, False, 0.0)
assert abs(n_check/n_inertia - 1) < 1e-6 and abs(damping_check) < 1e-5
n_ions, _ = tensor_solution(1.0, True, 0.0)
assert abs(n_ions/n_inertia - 1) < 0.01

Te = Te_eV*e
debye = np.sqrt(eps0*Te/(n0*e**2))
coulomb_log = np.log(12*np.pi*n0*debye**3)
nu_ei = (4*np.sqrt(2*np.pi)*n0*e**4*coulomb_log
         / (3*(4*np.pi*eps0)**2*np.sqrt(me)*Te**1.5))
gas_density = pressure_mTorr*1e-3*sc.torr/(sc.k*gas_K)
nu_en = gas_density*rate_coeff
nu = nu_ei + nu_en
damping_formula = (nu/omega_ce*alpha0**2
                   / (alpha0 + k**2/alpha0 - 2*k*omega/omega_ce))
_, damping_cold = tensor_solution(0.0, False, nu)
assert abs(damping_cold/damping_formula - 1) < 0.03
n_coll, damping = tensor_solution(1.0, True, nu)
assert abs(n_coll/n_ions - 1) < 0.02

# Conducting wall with both the helicon and the Trivelpiece-Gould wave.


def two_waves(x1):
    b1 = np.hypot(k, x1/a)
    b2 = k*omega_ce/omega - b1
    return b1, b2, np.sqrt(b2**2 - k**2)*a


def two_wave_wall(x1):
    b1, b2, x2 = two_waves(x1)
    return (b2*jv(0, x2)*jv(1, x1)/x1 - b1*jv(0, x1)*jv(1, x2)/x2)


x_two = brentq(two_wave_wall, 3.7, 3.95, xtol=1e-13)
b1, b2, x2 = two_waves(x_two)
n_two = density(x_two/a, mass=me)
mix = -b1*jv(0, x_two)/(b2*jv(0, x2))
wall = np.array([a, 0.0, 0.0])
E_one = electric_field(lambda p: wave_field(0, b1, p), wall, n_two, me, 2e-5)
E_sum = electric_field(lambda p: wave_field(0, b1, p)
                       + mix*wave_field(0, b2, p), wall, n_two, me, 2e-5)
assert abs(E_sum[1]) < 0.05*abs(E_one[1])
assert abs(E_sum[2]) < 0.05*abs(E_one[2])

# Thermal change of the parallel electron response.
v_thermal = np.sqrt(2*Te/me)
zeta = omega/(k*v_thermal)


def z_prime(s):
    return -2*(1 + s*1j*np.sqrt(np.pi)*wofz(s))


s_test = zeta + 0.5j


def integrand(t):
    return np.exp(-t*t)/(t - s_test)**2/np.sqrt(np.pi)


z_quad = (quad(lambda t: integrand(t).real, -9, 9, limit=200)[0]
          + 1j*quad(lambda t: integrand(t).imag, -9, 9, limit=200)[0])
assert abs(z_quad - z_prime(s_test)) < 1e-7
thermal_factor = zeta**2*z_prime(zeta)
inertia_shift = n_inertia/n0 - 1
thermal_size = abs(thermal_factor - 1)*abs(inertia_shift)

# Radial profile n(r) = n_axis*(1 - drop*(r/a)^2), massless electrons, m = 0.
drop, cells = 0.5, 400
h = a/cells
r = h*np.arange(1, cells)


def axis_density(fall):
    main = 2*r/h**2 + 1/r + k**2*r
    side = -(r[:-1] + h/2)/h**2
    A = np.diag(main) + np.diag(side, 1) + np.diag(side, -1)
    M = np.diag(r*(1 - fall*(r/a)**2)**2)
    value = eigh(A, M, eigvals_only=True, subset_by_index=[0, 0])[0]
    return np.sqrt(value)*k*B0/(omega*mu0*e)


assert abs(axis_density(0.0)/n0 - 1) < 1e-4
n_axis = axis_density(drop)


def field_equations(radius, state):
    """Unreduced Maxwell and Ohm equations; state = (r*E_theta, omega*B_z)."""
    n = n_axis*(1 - drop*(radius/a)**2)
    E_theta = state[0]/radius
    B_r = -k*E_theta/omega
    J_r = -e*n*E_theta/B0
    B_theta = 1j*mu0*J_r/k
    E_r = omega*B_theta/k
    J_theta = e*n*E_r/B0
    return [1j*radius*state[1], omega*(1j*k*B_r - mu0*J_theta)]


start = 1e-4*a
shot = solve_ivp(field_equations, (start, a), [start**2 + 0j, -2j],
                 rtol=1e-9, atol=1e-13, max_step=a/100)
E_theta_path = np.abs(shot.y[0]/shot.t)
assert E_theta_path[-1] < 1e-3*E_theta_path.max()

weight = r*jv(1, T0*r)**2
shape = 1 - drop*(r/a)**2
n_rms = n_axis*np.sqrt(np.sum(weight*shape**2)/np.sum(weight))
n_mean = n_axis*np.sum(r*shape)/np.sum(r)
assert abs(n_rms/n0 - 1) < 0.03

f_ce = omega_ce/(2*np.pi)
omega_ci = e*B0/ion_mass
omega_pi2 = n0*e**2/(eps0*ion_mass)
f_lh = (1/(omega_ci*omega_ce)
        + 1/(omega_pi2 + omega_ci**2))**-0.5/(2*np.pi)
f_pe = np.sqrt(n0*e**2/(eps0*me))/(2*np.pi)
assert f_lh < freq < f_ce < f_pe


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("frequency", freq/1e6, "MHz")
show("axial wavelength", wavelength*100, "cm")
show("static field", B0*1e3, "mT")
show("radius", a*100, "cm")
show("angular frequency", omega, "rad/s")
show("axial wavenumber k", k, "1/m")
show("root T*a, m=0", roots[0], "", 5)
show("transverse wavenumber T", T0, "1/m")
show("alpha", alpha0, "1/m")
show("density, m=0", n0, "m^-3")
show("density, m=0", n0*1e-6, "cm^-3")
show("density if alpha is replaced by T", n_long, "m^-3")
show("slope dln n/dln wavelength", slope_wave)
show("slope dln n/dln radius", slope_radius)
show("root T*a, m=+1", roots[1])
show("density, m=+1", n_mode[1], "m^-3")
show("root T*a, m=-1", roots[-1])
show("density, m=-1", n_mode[-1], "m^-3")
show("electron cyclotron frequency", f_ce/1e6, "MHz")
show("lower hybrid frequency, 40 u ion", f_lh/1e6, "MHz")
show("electron plasma frequency", f_pe/1e9, "GHz")
show("omega/omega_ce", omega/omega_ce)
show("density with electron inertia", n_inertia, "m^-3")
show("inertia shift", 100*inertia_shift, "%", 3)
show("second-wave alpha2", b2, "1/m")
show("two-wave root T*a", x_two, "", 5)
show("two-wave density", n_two, "m^-3")
show("shift by ions and displacement", 100*(n_ions/n_inertia - 1), "%", 2)
show("electron temperature", Te_eV, "eV")
show("gas pressure", pressure_mTorr, "mTorr")
show("gas temperature", gas_K, "K")
show("electron-neutral rate coefficient", rate_coeff, "m^3/s")
show("Coulomb logarithm", coulomb_log, "", 3)
show("electron-ion collision rate", nu_ei, "1/s", 3)
show("electron-neutral collision rate", nu_en, "1/s", 3)
show("total collision rate/omega", nu/omega, "", 3)
show("density shift by collisions", 100*(n_coll/n_ions - 1), "%", 2)
show("Im k by collisions, full tensor", damping, "1/m", 3)
show("Im k by first-order formula", damping_formula, "1/m", 3)
show("amplitude decay length", 100/damping, "cm", 3)
show("axial phase speed", omega/k, "m/s", 3)
show("thermal speed sqrt(2Te/me)", v_thermal, "m/s", 3)
show("phase speed/thermal speed", zeta, "", 3)
show("thermal factor F, real part", thermal_factor.real, "", 3)
show("thermal factor F, imaginary part", thermal_factor.imag, "", 2)
show("thermal effect, order estimate", 100*thermal_size, "%", 1)
show("profile: edge/axis density", 1 - drop)
show("profile: axis density", n_axis, "m^-3")
show("profile: area-mean density", n_mean, "m^-3")
show("profile: wave-weighted rms density", n_rms, "m^-3")
print("finished without a failed check")
```

Printed output:

```
frequency: 13.56 MHz
axial wavelength: 20 cm
static field: 20 mT
radius: 5 cm
angular frequency: 8.52e+07 rad/s
axial wavenumber k: 31.42 1/m
root T*a, m=0: 3.8317
transverse wavenumber T: 76.63 1/m
alpha: 82.82 1/m
density, m=0: 3.034e+18 m^-3
density, m=0: 3.034e+12 cm^-3
density if alpha is replaced by T: 2.807e+18 m^-3
slope dln n/dln wavelength: -1.144
slope dln n/dln radius: -0.8561
root T*a, m=+1: 2.737
density, m=+1: 2.312e+18 m^-3
root T*a, m=-1: 4.751
density, m=-1: 3.666e+18 m^-3
electron cyclotron frequency: 559.8 MHz
lower hybrid frequency, 40 u ion: 2.072 MHz
electron plasma frequency: 15.64 GHz
omega/omega_ce: 0.02422
density with electron inertia: 2.84e+18 m^-3
inertia shift: -6.39 %
second-wave alpha2: 1214 1/m
two-wave root T*a: 3.8327
two-wave density: 2.841e+18 m^-3
shift by ions and displacement: 0.083 %
electron temperature: 3 eV
gas pressure: 5 mTorr
gas temperature: 400 K
electron-neutral rate coefficient: 1e-13 m^3/s
Coulomb logarithm: 10.7
electron-ion collision rate: 1.82e+07 1/s
electron-neutral collision rate: 1.21e+07 1/s
total collision rate/omega: 0.356
density shift by collisions: 0.0055 %
Im k by collisions, full tensor: 0.634 1/m
Im k by first-order formula: 0.634 1/m
amplitude decay length: 158 cm
axial phase speed: 2.71e+06 m/s
thermal speed sqrt(2Te/me): 1.03e+06 m/s
phase speed/thermal speed: 2.64
thermal factor F, real part: 1.38
thermal factor F, imaginary part: -0.061
thermal effect, order estimate: 2 %
profile: edge/axis density: 0.5
profile: axis density: 3.58e+18 m^-3
profile: area-mean density: 2.687e+18 m^-3
profile: wave-weighted rms density: 3.002e+18 m^-3
finished without a failed check
```
